Ramsey's four contributions to indirect spin–spin coupling, computed for HD

**1. The question and the result**

In HD gas the proton and the deuteron carry magnetic moments, and their direct dipole interaction averages to zero as the molecule tumbles. A splitting of roughly 43 Hz remains nevertheless. The electrons transmit it: one nuclear moment disturbs them, and the disturbed electrons act on the other moment.

For a closed-shell singlet with fixed nuclei, let the energy bilinear in the moments m_K and m_L of two different nuclei be

E_KL = Σ_ab m_K,a K_ab m_L,b.

To order α⁴ (α is the fine-structure constant), the tensor K_ab has five parts: diamagnetic spin–orbit (DSO), paramagnetic spin–orbit (PSO), Fermi contact (FC), spin–dipole (SD) and a mixed FC–SD part. The mixed part has no trace, so four contributions remain in the isotropic constant J.

Atomic units are used in the algebra: e = m_e = ħ = 4πε₀ = 1, electron charge −1, and μ₀/4π = α². Nuclei are point dipoles m_N = γ_N I_N, and the electron g factor is 2. Moments on different nuclei commute, so they can be treated as parameters. Tumbling replaces K_ab by δ_ab Tr K/3. Comparing with the energy hJ I_K·I_L, where h = 2π, gives

J = γ_K γ_L Tr K/(3·2π).

The Bohr magneton is 1/2 in these units, hence γ_N = g_N(μ_N/μ_B)/2, with μ_N the nuclear magneton.

**2. The field of the nuclei**

Write r_N = r − R_N. The vector potential is

A = α² Σ_N m_N × r_N/r_N³.

Since ∇(1/r) = −r/r³, each term equals α²∇×(m/r). Therefore ∇·A = 0, and the field of one nucleus is

B = α²∇×∇×(m/r) = α²[∇(m·∇(1/r)) − m∇²(1/r)].

The second derivatives of 1/r are

∂_a∂_b(1/r) = T_ab − (4π/3)δ_ab δ(r),
T_ab = (3r_a r_b − r²δ_ab)/r⁵.

Direct differentiation gives T away from the origin. The delta term follows from ∇²(1/r) = −4πδ(r), shared equally among the three diagonal elements by isotropy. Integrals over T are taken over angles first. Insertion gives −4π/3 + 4π = 8π/3, so

B = α²[T m + (8π/3)δ(r)m].

A surface integral confirms the contact factor. The integral of B over a small sphere equals that of n×A over its surface:

α²∮[m − n(n·m)]dΩ = α²(4π − 4π/3)m = α²(8π/3)m.

**3. The magnetic operators**

Each electron contributes ½(p + A)² + s·B. Because ∇·A = 0,

½(p + A)² = ½p² + A·p + ½A².

The triple product (m×r)·p = m·(r×p) turns A·p into an orbital operator. With l_N = r_N×p, the terms linear in m_N are

PSO: α² m_N·l_N/r_N³,
FC: α²(8π/3)δ(r_N) s·m_N,
SD: α² s·T_N m_N.

In ½A², the product of the potentials of K and L occurs twice, which cancels the factor ½. The identity (a×b)·(c×d) = (a·c)(b·d) − (a·d)(b·c) gives

A_K·A_L = α⁴[(m_K·m_L)(r_K·r_L) − (m_K·r_L)(r_K·m_L)]/(r_K³r_L³).

The DSO tensor is thus a ground-state expectation value, summed over electrons:

K_ab(DSO) = α⁴⟨Σ[(r_K·r_L)δ_ab − r_L,a r_K,b]/(r_K³r_L³)⟩.

Its trace contains 3 − 1 = 2 times r_K·r_L, so its isotropic part is

Tr K(DSO)/3 = (2/3)α⁴⟨Σ r_K·r_L/(r_K³r_L³)⟩.

**4. Second order and spin selection**

Let h_N,a multiply m_N,a in the linear operators. In second-order perturbation theory the product m_K,a m_L,b appears with both orders of the operators, and these are complex conjugates:

K_ab(linear) = 2 Re Σ_n ⟨0|h_K,a|n⟩⟨n|h_L,b|0⟩/(E₀ − E_n).

The unperturbed Hamiltonian is spin-free, so its states have definite total spin. PSO does not contain spin and connects the singlet ground state to singlets. FC and SD have the form Σ_i f(i)s_c(i), a vector in spin space. Adding spin 1 to spin 0 gives spin 1, so these operators reach triplets and have zero expectation value in the ground state. PSO and the spin operators share no intermediate state and do not mix.

For a triplet level n with Cartesian sublevels d, rotational symmetry in spin space gives

⟨n,d|Σ_i f(i)s_c(i)|0⟩ = δ_cd f_n.

For real spatial operators f and g, define the triplet response

⟨⟨f;g⟩⟩ = −2 Σ_n f_n g_n/(E_n − E₀).

Now put D_N = (8π/3)δ(r_N). The spatial factor joining spin component c to moment component a is D_N δ_ca + T_N,ca. Summing over the sublevels gives

K_ab(triplet) = α⁴ Σ_c ⟨⟨D_K δ_ca + T_K,ca; D_L δ_cb + T_L,cb⟩⟩.

Multiplying out,

K_ab(FC) = α⁴δ_ab⟨⟨D_K;D_L⟩⟩,
K_ab(SD) = α⁴Σ_c⟨⟨T_K,ca;T_L,cb⟩⟩,
K_ab(FC–SD) = α⁴[⟨⟨D_K;T_L,ab⟩⟩ + ⟨⟨T_K,ab;D_L⟩⟩].

The last line uses T_ba = T_ab. Since T is symmetric and traceless, so is the FC–SD tensor. It therefore drops out of J for any molecular shape, although it contributes to the anisotropy of the coupling.

**5. Two meanings of rank**

The rank of a spatial operator under rotations about its own nucleus differs from the ranks present in the coupling tensor. The classification is:

- DSO: expectation value; tensor ranks 0, 1 and 2 allowed.
- PSO: singlet response; operator rank 1; tensor ranks 0, 1 and 2 allowed.
- FC: triplet response; operator rank 0; tensor rank 0.
- SD: triplet response; operator rank 2; tensor ranks 0, 1 and 2 allowed.
- FC–SD: triplet response; operator ranks 0 and 2; tensor rank 2.

Here tensor rank 0 is the isotropic part, rank 1 the antisymmetric part and rank 2 the symmetric traceless part. A deliberately scalene H₃⁺ in a small basis shows the allowed parts. Its rank-1 norms (square root of the sum of squared elements, divided by α⁴) are 0.082 for DSO, 0.067 for PSO and 0.133 for SD. The FC–SD tensor has a rank-2 norm of 1.114 and no other part at the printed precision.

In a linear molecule the rank-1 part vanishes. It behaves as an axial vector, which axial symmetry confines to the molecular axis, and reflection in a plane containing the axis reverses it.

**6. Working equations for two electrons**

Take real orthonormal orbitals φ_p and write the singlet spatial function as

Ψ(1,2) = Σ_pq C_pq φ_p(1)φ_q(2), C = Cᵀ, Σ_pq C_pq² = 1.

Let f also denote the real symmetric matrix of a spatial operator. Then f(1) turns C into fC, and f(2) turns it into Cf. On the singlet spin function |S⟩ the total spin gives zero, so s_c(2) = −s_c(1), and

[f(1)s_c(1) + f(2)s_c(2)]Ψ|S⟩ = [f(1) − f(2)]Ψ s_c(1)|S⟩.

The spin-½ product rule gives

⟨S|s_c(1)s_d(1)|S⟩ = ¼δ_cd + (i/2)Σ_e ε_cde⟨S|s_e(1)|S⟩ = ¼δ_cd,

because the singlet has no mean spin. Hence s_c(1)|S⟩ is ½ times a normalized triplet function, and the spatial source is

V(f) = ½(fC − Cf).

It is antisymmetric, as a triplet requires. With X·Y = Σ_pq X_pq Y_pq,

⟨⟨f;g⟩⟩ = −2 V(f)·(H − E₀)⁻¹V(g).

The inverse acts on antisymmetric matrices, and H acts as

(HX)_pq = Σ_r h_pr X_rq + Σ_s X_ps h_sq + Σ_rs (pr|qs)X_rs,

where h holds the kinetic energy and nuclear attraction, (pr|qs) is the repulsion integral with φ_pφ_r on electron 1, and E₀ is the electronic energy without nuclear repulsion. Solving this linear equation includes every triplet state the basis can represent.

For PSO write l_N/r_N³ = −iM_N, where M_N is the real antisymmetric matrix of (r_N×∇)/r_N³. Acting on both electrons gives MC + CMᵀ = MC − CM. The factors from bra and ket multiply to (+i)(−i) = 1, so

W_N,a = M_N,a C − C M_N,a,
K_ab(PSO) = −2α⁴ W_K,a·(H − E₀)⁻¹W_L,b.

Here the inverse acts on symmetric matrices, where H − E₀ has a zero eigenvalue for C itself. The source has no such component: C·W = Tr(CMC − CCM) = 0 by cyclic exchange. Adding the projector on C to H − E₀ therefore makes the equation solvable without changing the result.

In storage, use √2 X_pq for each pair p < q, and for symmetric matrices also X_pp. The ordinary dot product then equals X·Y. For a molecule on the z axis, H does not mix pairs of different parity in x or y. The blocks can be solved separately and their responses added.

The PSO and spin–dipole integrals follow from derivatives of orbitals. Integration by parts gives

⟨φ_p|∂_a∂_b(1/r_N)|φ_q⟩ = ⟨∂_a∂_bφ_p|1/r_N|φ_q⟩ + ⟨φ_p|1/r_N|∂_a∂_bφ_q⟩ + ⟨∂_aφ_p|1/r_N|∂_bφ_q⟩ + ⟨∂_bφ_p|1/r_N|∂_aφ_q⟩.

Removing one third of the trace from the diagonal leaves T. The trace itself must equal −4πφ_p(R_N)φ_q(R_N), which checks the contact integrals. Similarly,

(M_N,k)_pq = Σ_ij ε_kij⟨∂_iφ_p|1/r_N|∂_jφ_q⟩,

because (r×∇)_k/r³ = −Σ_ij ε_kij ∂_i(1/r)∂_j, and the term with ∂_i∂_jφ_q cancels against the antisymmetric ε_kij. For DSO the density is ρ(r) = 2Σ_pq(C²)_pq φ_p(r)φ_q(r), integrated on a grid centred on the nuclei.

**7. Two limits of the contact term**

At large separation let a and b be hydrogen 1s orbitals on K and L. Neglect their overlap and keep the lowest singlet and triplet,

Ψ_S = (ab + ba)/√2, Ψ_T = (ab − ba)/√2.

The contact operator D_K has the value d = (8π/3)a(R_K)² = 8/3 in orbital a and a negligible value in b. Then

⟨Ψ_T|½[D_K(1) − D_K(2)]|Ψ_S⟩ = ¼(d + d) = d/2.

For D_L the result is −d/2, because a and b exchange roles. With the gap Δ = E_T − E_S,

K(FC)/α⁴ ≈ −2(d/2)(−d/2)/Δ = d²/(2Δ).

This is positive and grows as the gap closes. The opposite signs of the two matrix elements express the opposite electron spins at the two nuclei. Second-order theory fails once the nuclear–electron interaction, of order α²γ_N d, is no longer small compared with Δ. The two electron-spin states must then be treated together.

At vanishing separation the two contact sources become equal, and

K(FC)/α⁴ → −2V·(H − E₀)⁻¹V < 0,

since H − E₀ is positive for triplets when the ground state is a singlet. In a complete basis this quantity diverges, because a point source produces a response that varies as 1/r near it. The contact term must therefore change sign between the two limits. At small separation DSO and SD are also singular, so the contact limit alone does not fix the sign of the total J.

**8. HD at a fixed distance**

The two-electron problem is solved by full configuration interaction, meaning that all pair functions of the basis are used. Each atom carries uncontracted Gaussians with the following exponents in atomic units:

- s: 0.07·3.3ᵏ, k = 0 to 9
- p: 0.25·3.2ᵏ, k = 0 to 3
- d: 1.0

This makes 54 orbitals. The steep s functions are needed because FC samples the wave function at the nuclei. A larger basis of 66 orbitals adds s with k = 10 and replaces the d function by two, with exponents 0.45 and 1.5.

The gyromagnetic factors are γ_H = 1.52103×10⁻³ and γ_D = 2.33488×10⁻⁴. With α = 0.00729735, the prefactor γ_Hγ_Dα⁴, converted to a frequency, is 6.62627 Hz per unit of Tr K/(3α⁴). At 0.74 Å the contributions are, with the larger basis in parentheses:

- DSO: −0.301 Hz (−0.307 Hz)
- PSO: 0.809 Hz (0.821 Hz)
- FC: 39.253 Hz (39.595 Hz)
- SD: 0.536 Hz (0.448 Hz)

The smaller basis gives

J = −0.301 + 0.809 + 39.253 + 0.536 = 40.297 Hz,

which corresponds to Tr K/(3α⁴) = 6.0813. FC supplies 97% of this total. The larger basis gives 40.557 Hz, an increase of 0.26 Hz or 0.6% of the smaller-basis value. SD falls by 16% of its smaller-basis value, from 0.54 to 0.45 Hz, so even its first digit is not settled. Two bases show a sensitivity; they do not bound the remaining basis error. FC converges slowly with the steepest s exponent. Extending the s set of the smaller basis to k = 13 raises FC by 0.76 Hz, to 40.02 Hz, and J to 41.06 Hz, about three times the shift between the two bases listed. The totals above are therefore reliable to about 1 Hz, not to the digits shown.

The FC–SD tensor is large: −23.565 Hz along the axis and 11.782 Hz in each direction across it. The sum −23.565 + 2 × 11.782 vanishes to rounding. If one diagonal component were reported instead of one third of the trace, the FC–SD part alone would shift it by 58% of J along the axis or 29% of J across it. The rank-2 parts of DSO, PSO and SD also enter such a component; they are not listed here.

**9. Nuclear motion**

J and the electronic energy were computed at eight distances from 0.379 to 1.261 Å and interpolated by polynomials of degree seven. J rises from −40.2 Hz at the shortest distance, through 39.5 Hz at 0.7325 Å, to 109.6 Hz at the longest. The increase with distance has the direction of the large-separation limit, although these distances are not asymptotic. At the shortest distance the negative total comes from FC, about −46 Hz, in line with the sign change of section 7. That total is sensitive to the basis. With s up to k = 11, p up to k = 4 and d exponents 1.0 and 4.0 it moves by about 1 Hz, to −39.1 Hz, and SD changes from 0.04 to 1.7 Hz.

In the Born–Oppenheimer approximation the lowest rotationless state χ₀ obeys

−χ₀″/(2μ) + U(R)χ₀ = Eχ₀, ∫χ₀²dR = 1,

where U includes the nuclear repulsion, χ₀ is R times the radial wave function, and the HD reduced mass is μ = 1223.9 electron masses. The averaged coupling is

J₀ = ∫χ₀(R)²J(R)dR.

Expansion about the minimum R_e of U shows what the motion does:

J₀ ≈ J(R_e) + J′(R_e)⟨R − R_e⟩ + ½J″(R_e)⟨(R − R_e)²⟩.

The computed minimum is at 0.7416 Å, where J = 40.46 Hz. The mean stretch is 0.0216 Å and the root-mean-square displacement is 0.0853 Å. With the slope and curvature of the interpolating polynomial for J at R_e, and with products taken before the factors are rounded,

slope term: 99.80 Hz/Å × 0.0216 Å ≈ 2.15 Hz,
curvature term: ½ × (−119.9 Hz/Å²) × (0.0853 Å)² ≈ −0.44 Hz.

The sum is 40.46 + 2.15 − 0.44 = 42.17 Hz. The full average is

J₀ = 42.30 Hz, or hJ₀ = 1.75×10⁻¹³ eV,

and the difference of 0.13 Hz comes from higher terms of the expansion. Within this model, zero-point motion raises J by 1.8 Hz, mainly because the mean bond is longer than R_e and J increases with distance there.

The value near 43 Hz is measured on vibrating molecules, so J₀ rather than J(R_e) is the quantity to compare with it. The computed average is about 0.7 Hz below that rough figure, which is the size of the basis error in FC. With the s set extended to k = 13, J(R_e) becomes 41.2 Hz and J₀ about 43.1 Hz. The slope, curvature and zero-point shift change to about 101 Hz/Å, −117 Hz/Å² and 1.9 Hz. That basis still has a single d function, which leaves SD about 0.09 Hz above its larger-basis value. The calculation also leaves out the electron g-factor anomaly, further relativistic terms, nonadiabatic effects, rotation and temperature. Their sizes were not computed, so the comparison with the measured value is meaningful only to a few tenths of a hertz.

**10. Checks for an implementation**

The strongest check avoids the sum over states. For the scalene H₃⁺, the linear magnetic operators were put into a Hamiltonian with explicit electron spin, and its lowest energy was differentiated numerically with respect to both moments. All nine tensor elements agreed with PSO + FC + SD + FC–SD to 9.0×10⁻⁷, where the largest element is 1.32 (both divided by α⁴). This tests the spin factors, the signs of the second-order formulas and the absence of PSO–triplet mixing together. Both sides use the same spatial integrals, so those need the separate tests below.

Further tests compared the M and T integrals with spatial quadrature, and the parity-blocked solution with that of a tilted molecule. The DSO grid was tested with a density ρ(r_K) spherical about K. Gauss's law says that the field of L has no net flux through a sphere about K until the sphere encloses L, so

∫ρ r_K·r_L/(r_K³r_L³)d³r = 4π∫_R^∞ ρ(r)/r² dr.

The vibrational state was tested with the hypervirial relation 2⟨T_nuc⟩ = ⟨R dU/dR⟩, where T_nuc is the nuclear kinetic energy. These further tests are assertions in the program with stated tolerances; their individual values are not printed.

Table of computed values

```
contact factor from surface integral: 8.377580 (8pi/3)
H3+ test, tensor norms / alpha^4 (a.u.): rank 0, rank 1, rank 2
  DSO       0.060774    0.082499    0.364058
  PSO       0.098681    0.067354    0.099804
  FC        1.012962    0.000000    0.000000
  SD        0.060483    0.132808    0.060475
  FC-SD     0.000000    0.000000    1.114192
H3+ largest response element / alpha^4: 1.319892 a.u.
H3+ largest error against energy derivative: 9.0e-07 a.u.
proton g factor: 5.585695; deuteron g factor: 0.857438
gamma_H: 1.521032e-03 a.u.; gamma_D: 2.334877e-04 a.u.
fine-structure constant: 0.00729735
J per unit of K/alpha^4: 6.62627 Hz
orbitals: 54 (basis), 66 (larger)
HD at R = 0.74 angstrom: basis, larger basis (Hz)
  DSO       -0.301    -0.307
  PSO        0.809     0.821
  FC        39.253    39.595
  SD         0.536     0.448
  total     40.297    40.557
total K/alpha^4 at this R, basis: 6.0813 a.u.
FC-SD tensor, along axis: -23.565 Hz
FC-SD tensor, across axis: 11.782 Hz
total energy at this R: -31.9287 eV
distance (angstrom), J (Hz)
  0.3791   -40.198
  0.4462   -10.112
  0.5703    19.433
  0.7325    39.546
  0.9080    56.681
  1.0701    75.851
  1.1942    95.844
  1.2614   109.597
equilibrium distance: 0.7416 angstrom
J at equilibrium distance: 40.46 Hz
HD reduced mass: 1223.899 electron masses
zero-point energy: 0.2344 eV
mean bond stretch: 0.0216 angstrom
rms displacement from R_e: 0.0853 angstrom
slope dJ/dR at R_e: 99.80 Hz/angstrom
curvature at R_e: -119.9 Hz/angstrom^2
slope term: 2.15 Hz; curvature term: -0.44 Hz
zero-point averaged J(HD): 42.30 Hz
same as energy hJ: 1.750e-13 eV
```
